# Strong topological index of a layered telluride model from eight parities: a program that tests the result

```python
"""Strong topological index from inversion parities.

Result under test: for an insulator with time reversal T and inversion P,
(-1)^nu0 = product over eight time-reversal momenta of delta, where delta
is the product of occupied parities, one factor per Kramers pair.
The independent side is the flow of Wilson-loop phases, which uses no parity.
theta_j = k.t_j are phases along the three primitive vectors t_j.
Layered model: H = m tau_z + tau_x (sigma.d) + f tau_y + V tau_x;
V breaks inversion and is zero unless stated. Energies in eV, lengths in nm.
Random models have dimensionless energies.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

PI = np.pi
I2 = np.eye(2)
SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0]).astype(complex)
PARITY4 = np.kron(SZ, I2)
GAMMA = np.array([np.kron(SZ, I2), np.kron(SX, SX), np.kron(SX, SY),
                  np.kron(SX, SZ), np.kron(SY, I2), np.kron(SX, I2)])
TRIMS = list(itertools.product([0.0, PI], repeat=3))

# Round model parameters
a, height = 0.43, 1.0          # in-plane period, layer height (nm)
M0, BZ, BP = 0.15, 0.04, 0.15  # inversion and mass hoppings (eV)
A_PLANE, A_Z = 0.30, 0.08      # linear coefficients (eV nm)
WARP = 0.05                    # trigonal term (eV)
alpha = A_PLANE / (1.5 * a)
beta = A_Z / (3 * height)
angles = np.radians([90, 210, 330])
shift = a / np.sqrt(3) * np.column_stack([np.cos(angles), np.sin(angles)])
bonds = shift - np.roll(shift, -1, axis=0)


def dagger(x):
    return np.conj(np.swapaxes(x, -1, -2))


def coefficients(theta, m0=M0, bz=BZ, V=0.0):
    theta = np.asarray(theta, float)
    diff = theta - np.roll(theta, -1, axis=-1)
    m = (-m0 + 2 * bz * np.sum(1 - np.cos(theta), axis=-1)
         + 2 * BP * np.sum(1 - np.cos(diff), axis=-1))
    d_plane = alpha * np.sin(diff) @ (bonds / a)
    dz = beta * np.sum(np.sin(theta), axis=-1)
    f = WARP * np.sum(np.sin(diff), axis=-1)
    return np.stack([m, d_plane[..., 0], d_plane[..., 1], dz, f,
                     V + 0 * m], axis=-1)


def layered(**kw):
    return lambda theta: np.tensordot(coefficients(theta, **kw), GAMMA, axes=1)


def half_gap(theta, V=0.0):
    c = coefficients(theta, V=V)
    d = np.sqrt(np.sum(c[..., 1:4] ** 2, axis=-1))
    return np.sqrt(c[..., 0] ** 2 + c[..., 4] ** 2 + (d - abs(V)) ** 2)


def pair_parity(ham, parity, nocc, theta):
    _, v = np.linalg.eigh(ham(np.array(theta)))
    occ = v[:, :nocc]
    xi = np.linalg.eigvalsh(dagger(occ) @ parity @ occ)
    assert np.allclose(np.abs(xi), 1, atol=1e-8)
    n_odd = int(np.sum(xi < 0))
    assert n_odd % 2 == 0
    return (-1) ** (n_odd // 2)


def dense_near_trims(u):
    """Odd, periodic map that crowds grid points around 0 and pi."""
    return u - 0.4 * np.sin(2 * u)


def wilson_plane(ham, nocc, k3, n1, n2):
    """Plane index, counts of eigenvalue -1 at both ends, resolution data."""
    k1 = dense_near_trims(2 * PI * np.arange(n1) / n1)
    k2 = dense_near_trims(np.linspace(0, PI, n2 + 1))
    K2, K1 = np.meshgrid(k2, k1, indexing="ij")
    e, v = np.linalg.eigh(ham(np.stack([K1, K2, k3 + 0 * K1], axis=-1)))
    gap = np.min(e[..., nocc] - e[..., nocc - 1])
    occ = v[..., :nocc]
    u, s, vh = np.linalg.svd(dagger(occ) @ np.roll(occ, -1, axis=1))
    links = u @ vh
    W = links[:, 0]
    for j in range(1, n1):
        W = W @ links[:, j]
    phases = np.angle(np.linalg.eigvals(W))
    ends = [int(np.sum(PI - np.abs(phases[i]) < 1e-5)) for i in (0, -1)]
    previous, crossings, clearance = None, 0, PI
    for row in phases:
        x = np.sort(np.mod(row, 2 * PI))
        spaces = np.diff(np.append(x, x[0] + 2 * PI))
        j = int(np.argmax(spaces))
        centre = (x[j] + spaces[j] / 2) % (2 * PI)
        if previous is not None:
            dist = np.abs(np.angle(np.exp(1j * (x - previous))))
            clearance = min(clearance, dist.min())
            lo, hi = sorted((previous, centre))
            crossings += int(np.sum((x > lo) & (x < hi)))
        previous = centre
    return crossings % 2, ends, clearance, s.min(), gap


def random_insulator(rng, splitting):
    """Eight bands with P and T, all orbitals centred on the lattice sites.

    splitting scales a random even-odd energy difference that varies with k.
    """
    parity = np.kron(np.diag([1.0, 1.0, -1.0, -1.0]), I2)
    U = np.kron(np.eye(4), 1j * SY)

    def block():
        h = rng.normal(size=(8, 8)) + 1j * rng.normal(size=(8, 8))
        h = (h + U @ h.conj() @ dagger(U)) / 2
        return (h + parity @ dagger(h) @ parity) / 2

    h0 = block()
    h0 = h0 + dagger(h0) + 2 * splitting * rng.normal() * parity
    hops = np.array([0.7 * block() + splitting * rng.normal() * parity
                     for _ in range(3)])

    def ham(theta):
        x = np.tensordot(np.exp(1j * np.asarray(theta)), hops, axes=1)
        return h0 + x + dagger(x)

    k = rng.uniform(-PI, PI, 3)
    assert np.allclose(U @ ham(k).conj() @ dagger(U), ham(-k))
    assert np.allclose(parity @ ham(k) @ parity, ham(-k))
    return ham, parity


# How often each random ensemble has parity product -1
SPLITTING, SAMPLE = 1.5, 200
for splitting in (0.0, SPLITTING):
    sampler = np.random.default_rng(5)
    odd = 0
    for _ in range(SAMPLE):
        ham, parity = random_insulator(sampler, splitting)
        odd += np.prod([pair_parity(ham, parity, 4, t) for t in TRIMS]) == -1
    print(f"random models, even-odd splitting {splitting}: product -1 in "
          f"{odd} of {SAMPLE}")

# General theorem on random Hamiltonians
rng = np.random.default_rng(12)
outcomes, set_aside, lines_tested = [], 0, 0
for _ in range(22):
    ham, parity = random_insulator(rng, SPLITTING)
    planes = [wilson_plane(ham, 4, k3, 60, 54) for k3 in (0.0, PI)]
    if (min(p[2] for p in planes) < 0.25 or min(p[3] for p in planes) < 0.3
            or min(p[4] for p in planes) < 0.1):
        set_aside += 1
        continue
    delta = {t: pair_parity(ham, parity, 4, t) for t in TRIMS}
    for k3, plane in zip((0.0, PI), planes):
        for k2, count in zip((0.0, PI), plane[1]):
            assert count % 2 == 0
            expected = delta[(0.0, k2, k3)] * delta[(PI, k2, k3)]
            assert (-1) ** (count // 2) == expected
            lines_tested += 1
        four = np.prod([delta[t] for t in TRIMS if t[2] == k3])
        assert (-1) ** plane[0] == four
    nu = (planes[0][0] + planes[1][0]) % 2
    assert (-1) ** nu == np.prod(list(delta.values()))
    outcomes.append(nu)
    if len(outcomes) == 12:
        break
print("Wilson loops against parities, 8-band models:", len(outcomes))
print("  with nu0 = 1:", sum(outcomes), "; set aside:", set_aside)
print("  line identities tested:", lines_tested)
assert len(outcomes) >= 8, "too few resolved models"
assert set(outcomes) == {0, 1}, "only one index value occurred"

# Layered model: parities against Wilson loops
print(f"period {a} nm, layer height {height} nm")
print(f"m0 {M0}, bz {BZ}, bp {BP}, trigonal term {WARP} eV")
print(f"linear terms: in-plane {A_PLANE}, vertical {A_Z} eV nm")
ham = layered()
names = {0: "Gamma", 1: "L", 2: "F", 3: "Z"}
for n in range(4):
    group = [t for t in TRIMS if sum(x > 1 for x in t) == n]
    ds = [pair_parity(ham, PARITY4, 2, q) for q in group]
    assert len(set(ds)) == 1
    print(f"{names[n]} (x{len(group)}): m = {coefficients(group[0])[0]:+.2f} "
          f"eV, delta = {ds[0]:+d}")

BZ_WEAK, V_TEST = 0.005, 0.03
cases = [("uninverted, m0 = -0.15 eV", dict(m0=-M0), 0),
         ("inverted at Gamma", dict(), 1),
         ("inverted at Gamma and Z", dict(bz=BZ_WEAK), 0),
         ("Gamma inverted, P broken", dict(V=V_TEST), 1)]
for label, kw, expected in cases:
    h = layered(**kw)
    planes = [wilson_plane(h, 2, k3, 120, 120) for k3 in (0.0, PI)]
    assert min(p[2] for p in planes) > 0.25
    assert min(p[3] for p in planes) > 0.3
    nu = (planes[0][0] + planes[1][0]) % 2
    assert nu == expected
    text = "undefined"
    if "V" not in kw:
        product = int(np.prod([pair_parity(h, PARITY4, 2, t) for t in TRIMS]))
        assert product == (-1) ** nu
        text = f"{product:+d}"
    print(f"{label}: product {text}, planes "
          f"{planes[0][0]},{planes[1][0]}, nu0 = {nu}")
print(f"  bz used for Gamma and Z: {BZ_WEAK} eV; P-breaking V: {V_TEST} eV")

# Bulk gap, including a search of the whole zone
for _ in range(20):
    q = rng.uniform(-PI, PI, 3)
    e = np.linalg.eigvalsh(layered(V=V_TEST)(q))
    assert abs(e[2] - half_gap(q, V_TEST)) < 1e-10
axis = minimize_scalar(lambda x: float(half_gap(np.full(3, x))),
                       bounds=(0.5, 2.0), method="bounded",
                       options={"xatol": 1e-10})
edge = axis.fun
kx = np.linspace(-2.5, 2.5, 61)
kz = 2 * PI / height * np.arange(40) / 40 - PI / height
KX, KY, KZ = np.meshgrid(kx, kx, kz, indexing="ij")
near = (np.stack([KX, KY], axis=-1) @ shift.T) + (KZ * height)[..., None]
g = 2 * PI * np.arange(44) / 44
zone = np.stack(np.meshgrid(g, g, g, indexing="ij"), axis=-1)
E_near = half_gap(near)
assert min(E_near.min(), half_gap(zone).min()) >= edge - 1e-8
print(f"gap at Gamma: {2 * half_gap(np.zeros(3)):.3f} eV")
print(f"smallest direct gap: {2 * edge:.4f} eV at kz = "
      f"{axis.x / height:.3f} 1/nm")


# Slab: surface states counted without using parity or Wilson loops
def slab(k, layers, m0=M0, bz=BZ):
    k = np.asarray(k, float)
    diff = bonds @ k
    d = alpha * np.sin(diff) @ (bonds / a)
    mass = -m0 + 6 * bz + 2 * BP * np.sum(1 - np.cos(diff))
    onsite = (mass * GAMMA[0] + d[0] * GAMMA[1] + d[1] * GAMMA[2]
              + WARP * np.sum(np.sin(diff)) * GAMMA[4])
    hop = (-bz * GAMMA[0] - 0.5j * beta * GAMMA[3])
    hop = hop * np.sum(np.exp(1j * shift @ k))
    up = np.kron(np.eye(layers, k=1), hop)
    return np.linalg.eigvalsh(np.kron(np.eye(layers), onsite)
                              + up + dagger(up))


M_BAR = np.array([0, 2 * PI / (np.sqrt(3) * a)])
LEVEL, LAYERS = 0.02, 40
for label, kw, expected in cases[:3]:
    net = int(np.sum(slab([0, 0], LAYERS, **kw) < LEVEL)
              - np.sum(slab(M_BAR, LAYERS, **kw) < LEVEL))
    assert net == 2 * expected
    print(f"slab, {label}: net crossings per face {net // 2}")
print(f"  slab of {LAYERS} layers, level {LEVEL} eV, centre to edge midpoint")
k_small = 0.02
slope = slab([k_small, 0], LAYERS)[2 * LAYERS] / k_small
assert abs(slope / A_PLANE - 1) < 0.01
speed = slope * const.e * 1e-9 / const.hbar
print(f"surface slope {slope:.4f} eV nm, speed {speed:.3e} m/s")
for layers in (3, 5, 10, 20):
    e = slab([0, 0], layers)
    split = e[2 * layers] - e[2 * layers - 1]
    print(f"film of {layers} layers: centre gap {1000 * split:.3f} meV")

# Temperature and doping
T = 300.0
kT = const.k * T / const.e
volume = (kx[1] - kx[0]) ** 2 * (kz[1] - kz[0])


def carriers(mu):
    x = np.clip((E_near - mu) / kT, -600, 600)
    return 2 * volume / (2 * PI) ** 3 * np.sum(1 / (np.exp(x) + 1)) * 1e21


n_intrinsic = carriers(0.0)
doping = 1e19
mu = brentq(lambda x: carriers(x) - carriers(-x) - doping, 0, 0.5)
print(f"kT at {T:.0f} K: {1000 * kT:.2f} meV")
print(f"intrinsic electrons at {T:.0f} K: {n_intrinsic:.2e} cm^-3")
print(f"net doping {doping:.0e} cm^-3: Fermi level minus band edge "
      f"{1000 * (mu - edge):+.1f} meV")

# Further neglected effects
ratio = 0.3
points = np.concatenate([near.reshape(-1, 3), zone.reshape(-1, 3)])
common = ratio * (coefficients(points)[:, 0] + M0)
E_all = half_gap(points)
indirect = np.min(common + E_all) - np.max(common - E_all)
assert indirect > 0
print(f"electron-hole asymmetry {ratio}: indirect gap {indirect:.3f} eV")
rate = 2e-4
m_hot = M0 - rate * T / 2
hot = layered(m0=m_hot)
product = int(np.prod([pair_parity(hot, PARITY4, 2, t) for t in TRIMS]))
assert product == -1
print(f"assumed gap shift {1000 * rate:.1f} meV/K: m0 at {T:.0f} K "
      f"{m_hot:.3f} eV, product {product:+d}")
theta0 = np.arccos(1 - M0 / (6 * BZ))
V_close = abs(coefficients(np.full(3, theta0))[3])
e = np.linalg.eigvalsh(layered(V=V_close)(np.full(3, theta0)))
assert e[2] - e[1] < 1e-8
for V in np.linspace(0, V_TEST, 7):
    assert half_gap(points, V).min() > 0.02
print(f"P-breaking potential that closes the gap: {V_close:.4f} eV")
bz_limit = M0 / 12
for factor, sign in ((0.99, 1), (1.01, -1)):
    h = layered(bz=factor * bz_limit)
    assert np.prod([pair_parity(h, PARITY4, 2, t) for t in TRIMS]) == sign
print(f"Z also inverts below bz = {bz_limit:.4f} eV")


def tunnelling(field, steps):
    """Interband probability from Z to Gamma; field in MV/cm."""
    work = 0.1 * field * height
    dt = PI / steps
    x = -PI + dt * (np.arange(steps) + 0.5)
    path = np.repeat(x[:, None], 3, axis=1)
    H, E = layered()(path), half_gap(path)
    phase = E * dt / work
    psi = np.linalg.eigh(layered()(np.full(3, -PI)))[1][:, 0]
    for h, energy, p in zip(H, E, phase):
        psi = np.cos(p) * psi - 1j * np.sin(p) / energy * (h @ psi)
    upper = np.linalg.eigh(layered()(np.zeros(3)))[1][:, 2:]
    return float(np.sum(np.abs(dagger(upper) @ psi) ** 2))


for field in (0.1, 0.5):
    p1, p2 = tunnelling(field, 2000), tunnelling(field, 4000)
    assert abs(p1 - p2) < 1e-5 + 0.01 * p2
    print(f"vertical field {field} MV/cm: interband probability {p2:.2e}")

print("finished without a failed check")
```

Running it gives:

```
random models, even-odd splitting 0.0: product -1 in 9 of 200
random models, even-odd splitting 1.5: product -1 in 98 of 200
Wilson loops against parities, 8-band models: 12
  with nu0 = 1: 4 ; set aside: 2
  line identities tested: 48
period 0.43 nm, layer height 1.0 nm
m0 0.15, bz 0.04, bp 0.15, trigonal term 0.05 eV
linear terms: in-plane 0.3, vertical 0.08 eV nm
Gamma (x1): m = -0.15 eV, delta = +1
L (x3): m = +1.21 eV, delta = -1
F (x3): m = +1.37 eV, delta = -1
Z (x1): m = +0.33 eV, delta = -1
uninverted, m0 = -0.15 eV: product +1, planes 0,0, nu0 = 0
inverted at Gamma: product -1, planes 1,0, nu0 = 1
inverted at Gamma and Z: product +1, planes 1,1, nu0 = 0
Gamma inverted, P broken: product undefined, planes 1,0, nu0 = 1
  bz used for Gamma and Z: 0.005 eV; P-breaking V: 0.03 eV
gap at Gamma: 0.300 eV
smallest direct gap: 0.1468 eV at kz = 1.135 1/nm
slab, uninverted, m0 = -0.15 eV: net crossings per face 0
slab, inverted at Gamma: net crossings per face 1
slab, inverted at Gamma and Z: net crossings per face 0
  slab of 40 layers, level 0.02 eV, centre to edge midpoint
surface slope 0.3000 eV nm, speed 4.558e+05 m/s
film of 3 layers: centre gap 93.436 meV
film of 5 layers: centre gap 25.884 meV
film of 10 layers: centre gap 1.484 meV
film of 20 layers: centre gap 0.147 meV
kT at 300 K: 25.85 meV
intrinsic electrons at 300 K: 1.29e+17 cm^-3
net doping 1e+19 cm^-3: Fermi level minus band edge +61.0 meV
electron-hole asymmetry 0.3: indirect gap 0.139 eV
assumed gap shift 0.2 meV/K: m0 at 300 K 0.120 eV, product -1
P-breaking potential that closes the gap: 0.0742 eV
Z also inverts below bz = 0.0125 eV
vertical field 0.1 MV/cm: interband probability 6.22e-04
vertical field 0.5 MV/cm: interband probability 1.74e-01
finished without a failed check
```
